# The Ritz expansion of s-level quantum defects, with a potassium model: test program

```python
# Result under test: for an s electron in a core potential that is -1/r beyond r0,
#   pi*cot(pi*delta) = kappa(eps) + h(nu),   E = eps/2 = -1/(2 nu^2),  nu = n - delta,
# so that delta_n = delta0 + delta2/(n-delta0)^2 + higher orders.
# kappa: from the core solution at r0 and two Coulomb solutions f, g entire in eps.
# h(nu) = digamma(nu) - ln(nu) + 1/(2 nu).  Atomic units (hartree, bohr).
# Example: potassium s levels in the frozen exchange-only LDA potential of K+.
import numpy as np
import mpmath as mp
import sympy as sp
from numpy.polynomial.legendre import Legendre
from scipy.linalg import eigh, solve
from scipy.optimize import curve_fit
from scipy.special import digamma, j1, y1
from scipy.constants import physical_constants
from pyscf import gto, dft

mp.mp.dps = 30
HARTREE_EV = physical_constants['Hartree energy in eV'][0]
Z, N_CORE, ORDER = 19, 18, 14
inner_edges = [0, 0.25, 0.7, 1.4, 2.5, 4.2, 6.8, 10.5, 15, 20]
outer_edges = [32, 50, 75, 110, 160, 220, 290, 370, 460, 560, 700]
r0 = float(inner_edges[-1])


def mesh(edges):
    """Gauss-Lobatto spectral elements: nodes, weights, stiffness matrix."""
    p = ORDER
    leg = Legendre.basis(p)
    x = np.concatenate(([-1.0], np.sort(leg.deriv().roots().real), [1.0]))
    val = leg(x)
    wq = 2 / (p * (p + 1) * val**2)
    d = val[:, None] / val[None, :] / (x[:, None] - x[None, :] + np.eye(p + 1))
    np.fill_diagonal(d, 0.0)
    d[0, 0], d[-1, -1] = -p * (p + 1) / 4, p * (p + 1) / 4
    size = p * (len(edges) - 1) + 1
    r, w, stiff = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for e in range(len(edges) - 1):
        half = (edges[e + 1] - edges[e]) / 2
        s = slice(e * p, e * p + p + 1)
        r[s] = edges[e] + half * (1 + x)
        w[s] += half * wq
        stiff[s, s] += d.T @ (wq[:, None] * d) / half
    return r, w, stiff


def radial_states(r, w, stiff, pot, l):
    """Energies and normalized radial functions, zero at both ends.
    pot is given on the interior nodes."""
    ri, wi = r[1:-1], w[1:-1]
    ham = 0.5 * stiff[1:-1, 1:-1] / np.sqrt(np.outer(wi, wi))
    ham = ham + np.diag(pot + l * (l + 1) / (2 * ri**2))
    energy, vec = eigh(ham)
    return energy, vec / np.sqrt(wi)[:, None]


# ---- self-consistent K+ core ----
r_in, w_in, k_in = mesh(inner_edges)
ri = r_in[1:-1]
pot = -(1 + N_CORE * np.exp(-2 * ri)) / ri
density = None
converged = False
for iteration in range(200):
    e_s, u_s = radial_states(r_in, w_in, k_in, pot, 0)
    e_p, u_p = radial_states(r_in, w_in, k_in, pot, 1)
    new = 2 * (u_s[:, :3]**2).sum(axis=1) + 6 * (u_p[:, :2]**2).sum(axis=1)
    if density is not None and np.max(abs(new - density)) < 1e-9:
        converged = True
        break
    density = new if density is None else 0.5 * density + 0.5 * new
    source = w_in[1:-1] * density / ri - k_in[1:-1, -1] * N_CORE
    r_hartree = solve(k_in[1:-1, 1:-1], source)
    rho = density / (4 * np.pi * ri**2)
    v_exchange = -(3 * rho / np.pi)**(1 / 3)
    pot = (-Z + r_hartree) / ri + v_exchange
assert converged
tail_deviation = abs(pot[-1] + 1 / ri[-1])
assert tail_deviation < 1e-6

# core orbital energies against a Gaussian-basis calculation
mol = gto.M(atom='K 0 0 0', charge=1, spin=0, basis='def2-qzvpp', verbose=0)
mf = dft.RKS(mol)
mf.xc = 'lda,'
mf.kernel()
assert mf.converged
gauss = np.sort(mf.mo_energy)
assert abs(gauss[5] - e_s[2]) < 5e-3 and abs(gauss[6] - e_p[1]) < 5e-3

# ---- bound s levels by diagonalization in a large box ----
r_all, w_all, k_all = mesh(inner_edges + outer_edges)
e_h, _ = radial_states(r_all, w_all, k_all, -1 / r_all[1:-1], 0)
n_h = np.arange(1, 15)
hydrogen_error = np.max(abs(e_h[:14] + 0.5 / n_h**2))
assert hydrogen_error < 1e-9
pot_all = np.concatenate((pot, -1 / r_all[len(pot) + 1:-1]))
e_all, u_all = radial_states(r_all, w_all, k_all, pot_all, 0)
n = np.arange(4, 15)
E = e_all[n - 1]
nu = 1 / np.sqrt(-2 * E)
defect = n - nu
for k in n:
    u = u_all[:, k - 1]
    u = u[abs(u) > 1e-6]
    assert np.sum(u[1:] * u[:-1] < 0) == k - 1


# ---- Coulomb solutions entire in eps ----
def coulomb_pair(eps, r):
    """f, f', g, g' by power series of y'' + (2/r + eps) y = 0."""
    eps, r = mp.mpf(eps), mp.mpf(r)
    a = [mp.mpf(0), mp.mpf(1)]
    b = [mp.mpf(1), -2 * (mp.log(2) + 2 * mp.euler - 1)]
    for k in range(2, 130):
        a.append((-2 * a[k - 1] - eps * a[k - 2]) / (k * (k - 1)))
        b.append(((4 * k - 2) * a[k] - 2 * b[k - 1] - eps * b[k - 2])
                 / (k * (k - 1)))
    f = mp.fsum(c * r**k for k, c in enumerate(a))
    df = mp.fsum(k * c * r**(k - 1) for k, c in enumerate(a) if k)
    q = mp.fsum(c * r**k for k, c in enumerate(b))
    dq = mp.fsum(k * c * r**(k - 1) for k, c in enumerate(b) if k)
    g = q - 2 * f * mp.log(r)
    dg = dq - 2 * df * mp.log(r) - 2 * f / r
    return float(f), float(df), float(g), float(dg)


def h_tail(v):
    return digamma(v) - np.log(v) + 1 / (2 * v)


f, df, g, dg = coulomb_pair(0.0, 3.0)
assert abs(f - np.sqrt(1.5) * j1(np.sqrt(24.0))) < 1e-11
assert abs(g + np.pi * np.sqrt(6.0) * y1(np.sqrt(24.0))) < 1e-11
assert abs(f * dg - df * g + 1) < 1e-10
for v, r in [(1.77, 2.0), (3.4, 5.0), (6.81, 9.0)]:
    f, df, g, dg = coulomb_pair(-1 / v**2, r)
    decaying = float(mp.gamma(1 - v) * mp.whitw(v, 0.5, 2 * r / v))
    joined = g - 2 * (np.pi / np.tan(np.pi * v) + h_tail(v)) * f
    assert abs(decaying - joined) < 1e-8 * (1 + abs(decaying))
    binet = -2 * mp.quad(lambda t: t / ((t * t + v * v) * mp.expm1(2 * mp.pi * t)),
                         [0, 1, 3, 10])
    assert abs(float(binet) - h_tail(v)) < 1e-10
    assert 0 < h_tail(v) + 1 / (12 * v**2) < 1 / (120 * v**4)


# ---- quantum defect from the core solution at r0 ----
pot_to_r0 = np.concatenate((pot, [-1 / r0]))


def core_amplitudes(eps):
    """A, B in u = A g + B f outside, for the core solution with u'(r0)=1."""
    mat = 0.5 * k_in[1:, 1:] + np.diag(w_in[1:] * (pot_to_r0 - eps / 2))
    rhs = np.zeros(len(pot_to_r0))
    rhs[-1] = 0.5
    u_edge = solve(mat, rhs)[-1]
    f, df, g, dg = coulomb_pair(eps, r0)
    return df * u_edge - f, g - dg * u_edge


def fractional_defect(eps, h):
    A, B = core_amplitudes(eps)
    return (np.arctan2(np.pi * A, B / 2 + h * A) / np.pi) % 1.0


eps_n = -1 / nu**2
from_core = np.array([fractional_defect(e, h_tail(v)) for e, v in zip(eps_n, nu)])
branch = round(defect[0] - from_core[0])
from_core += branch
matching_error = np.max(abs(from_core - defect))
assert matching_error < 3e-6

# normalization identity, which makes nu + delta rise through each integer
norms = {}
for k in (5, 8, 11):
    v, e = nu[k - 4], eps_n[k - 4]
    outer = float(mp.gamma(1 - v) * mp.whitw(v, 0.5, 2 * r0 / v))
    A = u_all[len(pot), k - 1] / outer
    step = 1e-4
    up, dn = [fractional_defect(x, h_tail(1 / np.sqrt(-x)))
              for x in (e + step, e - step)]
    slope = (up - dn) / (2 * step) * 2 / v**3
    assert 1 + slope > 0
    norms[k] = A**2 * np.pi**2 * v**3 * (1 + slope) / np.sin(np.pi * v)**2
    assert abs(norms[k] - 1) < 1e-4

# threshold coefficients, using no bound level except for the integer branch
step = 0.005
grid = np.arange(-2, 3)
kappas, deltas = [], []
for x in grid * step:
    A, B = core_amplitudes(x)
    kappas.append(B / (2 * A))
    deltas.append(branch + fractional_defect(x, x / 12 + x**2 / 120))
kappa_poly = np.polyfit(grid, kappas, 4)
delta_poly = np.polyfit(grid, deltas, 4)
kappa0, kappa1 = kappa_poly[-1], kappa_poly[-2] / step
delta0 = delta_poly[-1]
delta2 = np.sin(np.pi * delta0)**2 / np.pi**2 * (kappa1 + 1 / 12)
delta4 = delta_poly[-3] / step**2
assert abs(delta2 + delta_poly[-2] / step) < 1e-4


# ---- Ritz fits to the diagonalized levels ----
def ritz(k, d0, d2):
    return d0 + d2 / (k - d0)**2


def fit(lo, hi):
    s = (n >= lo) & (n <= hi)
    return curve_fit(ritz, n[s].astype(float), defect[s], p0=(defect[-1], 0.1),
                     xtol=1e-13, ftol=1e-13)[0]


main, high = fit(6, 12), fit(10, 14)
assert abs(main[0] - delta0) < 1e-3 and abs(main[1] - delta2) < 2e-2
assert abs(high[0] - delta0) < 5e-5 and abs(high[1] - delta2) < 5e-3
assert abs(high[1] - delta2) < abs(main[1] - delta2)
fit_defect = ritz(n, *main)
fit_E = -0.5 / (n - fit_defect)**2
const_E = -0.5 / (n - delta0)**2
assert np.all(abs(fit_E[-2:] - E[-2:]) < 0.1 * abs(const_E[-2:] - E[-2:]))

# first omitted term, and the odd power made by replacing n-delta by n-delta0
m10 = 10 - delta0
scaled_rest = (defect[6] - ritz(10, delta0, delta2)) * m10**4
expected_rest = delta4 + 2 * delta2**2 / m10
assert abs(scaled_rest - expected_rest) < 0.01
t, d2, d4 = sp.symbols('t d2 d4')
shift = sp.Integer(0)
for _ in range(3):
    expr = d2 * t**2 / (1 - t * shift)**2 + d4 * t**4 / (1 - t * shift)**4
    shift = sp.expand(sp.series(expr, t, 0, 6).removeO())
assert sp.simplify(shift.coeff(t, 5) - 2 * d2**2) == 0
assert shift.coeff(t, 3) == 0

print(f"Nuclear charge {Z}, core electrons {N_CORE}")
print(f"Matching radius r0 = {r0:.1f} bohr, box = {r_all[-1]:.0f} bohr")
print(f"K+ 3s orbital energy: mesh {e_s[2]:.5f}, Gaussian {gauss[5]:.5f} hartree")
print(f"K+ 3p orbital energy: mesh {e_p[1]:.5f}, Gaussian {gauss[6]:.5f} hartree")
print(f"|V + 1/r| at last node inside r0 = {tail_deviation:.1e} hartree")
print(f"Largest hydrogen level error, n=1-14 = {hydrogen_error:.1e} hartree")
print("n | E (hartree) | nu | delta_n | delta from 6s-12s fit")
for k in range(len(n)):
    print(f"{n[k]:2d} | {E[k]:.8f} | {nu[k]:.6f} | {defect[k]:.6f} | {fit_defect[k]:.6f}")
print(f"4s binding energy = {-E[0] * HARTREE_EV:.4f} eV")
print(f"Largest |delta(core matching) - delta_n| = {matching_error:.1e}")
for k in norms:
    print(f"Norm of {k}s from the identity = {norms[k]:.7f}")
print(f"kappa(0) = {kappa0:.5f} (1/bohr)")
print(f"dkappa/deps at 0 = {kappa1:.5f} (atomic units)")
print(f"Threshold: delta0 = {delta0:.6f}, delta2 = {delta2:.5f}, delta4 = {delta4:.4f}")
print(f"Fit 6s-12s:  delta0 = {main[0]:.6f}, delta2 = {main[1]:.5f}")
print(f"Fit 10s-14s: delta0 = {high[0]:.6f}, delta2 = {high[1]:.5f}")
for k in (4, 5, 13, 14):
    print(f"{k}s energy error: fit {fit_E[k-4]-E[k-4]:.2e}, "
          f"constant delta0 {const_E[k-4]-E[k-4]:.2e} hartree")
print(f"10s remainder times (n-delta0)^4 = {scaled_rest:.4f}")
print(f"delta4 + 2 delta2^2/(n-delta0) at 10s = {expected_rest:.4f}")
print("OK")
```

Output:

```
Nuclear charge 19, core electrons 18
Matching radius r0 = 20.0 bohr, box = 700 bohr
K+ 3s orbital energy: mesh -1.45075, Gaussian -1.45272 hartree
K+ 3p orbital energy: mesh -0.86288, Gaussian -0.86362 hartree
|V + 1/r| at last node inside r0 = 1.1e-08 hartree
Largest hydrogen level error, n=1-14 = 5.7e-14 hartree
n | E (hartree) | nu | delta_n | delta from 6s-12s fit
 4 | -0.20248336 | 1.571413 | 2.428587 | 2.378421
 5 | -0.07041528 | 2.664720 | 2.335280 | 2.333069
 6 | -0.03690625 | 3.680739 | 2.319261 | 2.319167
 7 | -0.02276078 | 4.686962 | 2.313038 | 2.313150
 8 | -0.01544309 | 5.690074 | 2.309926 | 2.310013
 9 | -0.01116544 | 6.691862 | 2.308138 | 2.308173
10 | -0.00844851 | 7.692986 | 2.307014 | 2.307002
11 | -0.00661541 | 8.693739 | 2.306261 | 2.306211
12 | -0.00532035 | 9.694269 | 2.305731 | 2.305652
13 | -0.00437156 | 10.694656 | 2.305344 | 2.305243
14 | -0.00365572 | 11.694947 | 2.305053 | 2.304934
4s binding energy = 5.5099 eV
Largest |delta(core matching) - delta_n| = 3.9e-11
Norm of 5s from the identity = 1.0000000
Norm of 8s from the identity = 1.0000000
Norm of 11s from the identity = 1.0000000
kappa(0) = 2.22902 (1/bohr)
dkappa/deps at 0 = 2.90047 (atomic units)
Threshold: delta0 = 2.303575, delta2 = 0.20109, delta4 = 0.1408
Fit 6s-12s:  delta0 = 2.303354, delta2 = 0.21609
Fit 10s-14s: delta0 = 2.303554, delta2 = 0.20488
4s energy error: fit 1.23e-02, constant delta0 2.87e-02 hartree
5s energy error: fit 1.17e-04, constant delta0 1.65e-03 hartree
13s energy error: fit 8.30e-08, constant delta0 1.45e-06 hartree
14s energy error: fit 7.47e-08, constant delta0 9.24e-07 hartree
10s remainder times (n-delta0)^4 = 0.1546
delta4 + 2 delta2^2/(n-delta0) at 10s = 0.1513
OK
```
